# Null-Collision Monte Carlo for Hot Electrons: Exact Flight Times from Constant Rates

An electron accelerated by a field changes its energy during free flight, and its scattering rate changes with it. If a simulation draws the flight time from the rate at the start, it gets the wrong distribution. In the silicon-like flight worked out below, the starting rate is 14.52 per ps. Frozen at that value, it predicts that a fraction $e^{-1.452}\approx0.23$ of electrons is still unscattered after 100 fs. The true fraction for the same model is 0.58, because the electron first slows down and scatters less. The error passes into the momentum gained from the field, and so into velocity and heat.

One cure is to integrate the rate along every flight and solve for the time at which the integral reaches a random target. The null-collision method avoids both the integral and the root search. It adds fictitious events that do nothing, so that the total rate is constant.

## Two rates by hand

Let the physical rate be 1 during the first unit of time and 3 afterwards. The exact probability of surviving to time 2 is $e^{-(1+3)}=e^{-4}$. Freezing the initial rate would give $e^{-2}$.

Now draw candidate events at the constant rate 4. Accept a candidate with probability $1/4$ in the first interval and $3/4$ in the second. A rejected candidate changes nothing. The number $n$ of candidates in a unit interval has the Poisson probability $e^{-4}4^n/n!$, and the electron survives if all $n$ are rejected. For the first interval this gives

$$
\sum_{n=0}^{\infty}e^{-4}\frac{4^n}{n!}\left(\frac34\right)^n
=e^{-4}\sum_{n=0}^{\infty}\frac{3^n}{n!}=e^{-4}e^{3}=e^{-1}.
$$

For the second, the rejection probability is $1/4$, and the same sum gives $e^{-4}e^{1}=e^{-3}$. The product is $e^{-4}$, the exact answer.

The number 4 is not special. With candidate rate 8, the first interval has rejection probability $7/8$ and gives $e^{-8}e^{7}=e^{-1}$ again. Rate 2 is too small. The first interval still gives $e^{-2}e^{1}=e^{-1}$, but in the second every candidate is accepted and the survival is $e^{-2}$ instead of $e^{-3}$. A process cannot scatter at rate 3 if it is offered events at rate 2.

## The general law

Between collisions the electron obeys $\mathbf p(t)=\mathbf p_0+\mathbf f t$, where $\mathbf f$ is the constant force. Let $L_i(t)$ be the rate of mechanism $i$ at the energy reached at time $t$, and $L=\sum_iL_i$. Collisions are taken as instantaneous and without memory, and final states as empty. In a short time $dt$ a fraction $L\,dt$ of the survivors scatters, so

$$
\frac{dS}{dt}=-L(t)S,\qquad S(0)=1,\qquad
S(t)=\exp\left[-\int_0^tL(s)\,ds\right].
$$

The density for ending at $t$ by mechanism $i$ is $L_i(t)S(t)$.

Choose a constant $G\ge L(t)$ on the path. Candidates come at rate $G$; one at time $s$ is null with probability $1-L(s)/G$. Let $S_n(t)$ be the probability that by time $t$ there have been $n$ null events and no real one. With no candidate at all, $S_0=e^{-Gt}$. For $n\ge1$, let the last null event fall at $s$. Null events occur there at rate $G[1-L(s)/G]=G-L(s)$, and no candidate may follow until $t$:

$$
S_n(t)=\int_0^t e^{-G(t-s)}[G-L(s)]S_{n-1}(s)\,ds.
$$

Define $M(t)=\int_0^t[G-L(s)]ds$, so that $M'=G-L$ and $M(0)=0$. Suppose $S_{n-1}=e^{-Gs}M^{n-1}/(n-1)!$, which holds for $n=1$. The exponentials combine to $e^{-Gt}$, and

$$
S_n(t)=e^{-Gt}\int_0^tM'(s)\frac{M(s)^{n-1}}{(n-1)!}ds
=e^{-Gt}\frac{M(t)^n}{n!}.
$$

This proves the form for every $n$. Summing over the unobserved number of null events gives

$$
\sum_{n=0}^{\infty}S_n=e^{-Gt+M(t)}
=\exp\left[-Gt+Gt-\int_0^tL\,ds\right]=S(t).
$$

A survivor meets a candidate in $dt$ with probability $G\,dt$, and accepts mechanism $i$ with probability $L_i/G$. The ending density is therefore $S\,G\,(L_i/G)=L_iS$. Both the time and the type of the collision have the physical law, and $G$ has cancelled.

The proof needs the path to continue through a null event. If the direction were redrawn there, later rates would belong to a different path. Drawing a fresh exponential interval is harmless, because an exponential waiting time has no memory.

The constant $G$ does affect the cost. A candidate occurs in $dt$ during the flight with probability $G S\,dt$, so the mean number per flight is $G\int_0^\infty S\,dt$. The integral is the mean flight time: since $LS=-S'$, integration by parts gives

$$
\langle t\rangle=\int_0^\infty tLS\,dt=-\int_0^\infty tS'\,dt
=\int_0^\infty S\,dt,
$$

provided $tS\to0$ at late times. The mean number of candidates is $G\langle t\rangle$.

## When the rate has no upper bound

In the band used below, $L$ grows without limit as the electron accelerates. No constant covers an endless flight. Once $L>G$, every candidate is accepted, and the sampled rate is $\min(L,G)$.

Let $t^*$ be the first time at which $L$ exceeds $G$. Up to $t^*$ the sampled and exact processes can be driven by the same random events, and they differ only if the flight survives to $t^*$. Hence the probability of any outcome is wrong by at most $S(t^*)$. The method is exact up to $t^*$, and the remaining error has a computable bound.

## Rates for a silicon-like band

Take one spherical valley shape with energy $E$ given by

$$
E(1+\alpha E)=\frac{p^2}{2m},\qquad
v_x=\frac{\partial E}{\partial p_x}=\frac{p_x}{m(1+2\alpha E)}.
$$

The velocity follows from differentiating the first relation: $(1+2\alpha E)\,\partial E/\partial p_x=p_x/m$. The density of states per volume, valley and spin is

$$
N(E)=\frac{p^2}{2\pi^2\hbar^3}\frac{dp}{dE}
=\frac{(2m)^{3/2}}{4\pi^2\hbar^3}\sqrt{E(1+\alpha E)}\,(1+2\alpha E),
$$

where $dp/dE=m(1+2\alpha E)/p$ was used. It is zero for $E<0$.

A lattice mode of frequency $\omega$ in volume $V$ has squared displacement matrix element $\hbar/(2\rho V\omega)$ times $n$ for absorption or $n+1$ for emission. Here $\rho$ is the mass density and $n=1/(e^{\hbar\omega/k_BT}-1)$. For intervalley scattering, the perturbation is a constant $D$ times the displacement. With $Z$ final valleys and phonon energy $w=\hbar\omega$, the golden rule gives

$$
L_{\rm ab}=\frac{\pi D^2Z}{\rho\omega}\,n\,N(E+w),\qquad
L_{\rm em}=\frac{\pi D^2Z}{\rho\omega}(n+1)N(E-w).
$$

The prefactor is $(2\pi/\hbar)\,Z\,\hbar D^2/(2\rho\omega)$. For acoustic phonons the coupling is $D_aq$ and $\omega=v_sq$. If $\hbar\omega\ll k_BT$, absorption and emission together carry $2n+1\approx2k_BT/\hbar\omega$. The wave number $q$ then cancels, and neglecting the energy change gives

$$
L_{\rm ac}=\frac{2\pi}{\hbar}\frac{D_a^2k_BT}{\rho v_s^2}N(E).
$$

All final directions are equally likely. For hot electrons the condition $\hbar\omega\ll k_BT$ is met only roughly. With the parameters below, at 300 K and an electron energy of 0.35 eV, $\hbar\omega$ reaches $0.85\,k_BT$ in the spherical valley; along the long axis of a real ellipsoidal valley it would reach about $1.4\,k_BT$. The corrections quoted next are for the sphere. Keeping the full phonon numbers and the energy change would raise the acoustic rate by about 1% there and by about 8% at 1 eV.

The parameters are rough typical values for electrons in silicon: $m=(0.92\times0.19^2)^{1/3}m_0=0.3214\,m_0$ (from the longitudinal and transverse valley masses $0.92\,m_0$ and $0.19\,m_0$), $\alpha=0.5$ per eV, $D_a=9$ eV, $D=55$ eV/nm, $Z=5$, $w=0.060$ eV, $\rho=2330$ kg/m³ and $v_s=9000$ m/s. At 300 K, $n=0.109$. The field is 0.1 MV/cm, so $f=0.01$ eV/nm. The rate increases with energy, and its value at a chosen ceiling of 2 eV sets $G=220.2$ per ps.

## One flight in numbers

Start at 0.15 eV with direction cosine $-0.9$ to the force. The squared transverse momentum is a fraction $1-0.9^2=0.19$ of the total. At the turning point, therefore, $E(1+0.5E)=0.19\times0.15\times1.075=0.0306$ eV, which gives $E=0.0302$ eV. This is below the phonon energy, so emission stops there. The total rate falls from 14.52 to 2.71 per ps and then rises again.

The exact values below come from numerical integration of $L$ along the path. The sampled values come from 200,000 null-collision flights.

| Time (fs) | Exact $S$ | Sampled $S$ |
|---|---|---|
| 20 | 0.788 | 0.789 |
| 50 | 0.672 | 0.674 |
| 100 | 0.580 | 0.583 |
| 200 | 0.092 | 0.091 |

Survival falls slowly between 50 and 100 fs, while the electron is slow, and steeply later. The sampled value at 100 fs is high by 0.0028, or 2.5 standard errors, since $\sqrt{0.58\times0.42/200000}=0.0011$. Over all times, the largest gap between sampled and exact cumulative distributions is 0.0029. For $N$ samples of a correct law, the leading term of the large-sample Kolmogorov distribution gives a probability $2e^{-2N d^2}\approx0.07$ for a gap of at least $d=0.0029$. This is a moderately unlucky sample, not evidence of a wrong law. A separate sample with $2G$ has a gap of 0.0013.

The exact mean flight is 106.3 fs; the two samples give 106.5 and 106.4 fs. The cost is $0.2202\times106.3=23.4$ candidates per flight. The exact probabilities of ending by acoustic scattering, absorption and emission are 0.397, 0.126 and 0.477; sampling at $G$ gives 0.396, 0.125 and 0.479. The rate first exceeds $G$ at $t^*=450$ fs, where $S=5\times10^{-14}$. That bounds the error from the missing upper limit.

Now set $G$ to half the starting rate, 7.26 per ps. The largest gap to the exact distribution becomes 0.23, while the gap to the law with rate $\min(L,G)$ is 0.0012. More samples would not remove the first gap.

## Many flights

The complete algorithm is:

1. Choose an energy ceiling and set $G$ to the largest total rate below it.
2. Draw $r$ uniformly from $(0,1)$, set $\Delta t=-\ln r/G$, and add $f\Delta t$ to $p_x$.
3. Compute the energy and the rates, and record the wanted quantities.
4. Draw $u$ uniformly from $[0,G)$. Lay the rates end to end from zero; the interval containing $u$ selects the mechanism. If $u\ge L$, change nothing.
5. After a real event, set the new energy to $E$, $E+w$ or $E-w$, find the new $p$, and draw a random direction.
6. Return to step 2. If the ceiling is ever crossed, repeat the whole run with a higher one. The first ceiling should already be so high that crossing is very unlikely; otherwise this rule favours runs that happened to stay cool.

Step 3 includes null events for a reason. A candidate falls in $dt$ with probability $G\,dt$, whatever the electron's state. The expected sum of a quantity $A$ over candidates is thus $G\int\langle A\rangle dt$, and dividing by their expected number $G\int dt$ leaves the time average. Recording before real events alone would give $\langle AL\rangle/\langle L\rangle$, which favours states that scatter often.

In a steady state, the gains from the field balance the losses. An isotropic final direction has zero mean momentum, so each collision removes $p_x$ on average. Acoustic events conserve energy in this model. Therefore

$$
f=\langle p_xL\rangle,\qquad
f\langle v_x\rangle=w\langle L_{\rm em}-L_{\rm ab}\rangle.
$$

The second relation equates field power to heat given to the lattice.

Electrons started from a thermal distribution were run for about 4 ps before averaging over about 6 ps. With 8000 electrons, the drift velocity is $(0.948\pm0.002)\times10^7$ cm/s and the mean energy is $0.3474\pm0.0005$ eV. Errors here are one standard error. A run of 4000 electrons without null events, which accumulated $\int L\,dt$ in steps of 1 fs until it reached $-\ln r$, gave $(0.948\pm0.002)\times10^7$ cm/s and $0.3467\pm0.0008$ eV.

The velocity equals 0.0948 nm/fs, so the field power is $0.01\times0.0948$ eV/fs, or 0.948 eV/ps per electron. The sampled phonon loss is 0.949 eV/ps. The sampled momentum loss rate is 0.01004 eV/nm against a force of 0.01000.

The mean real rate is 29.9 per ps, so a fraction $1-29.9/220.2=0.86$ of the candidates is null. Most of this is the price of using one constant bound for all energies. The highest recorded energy was 1.67 eV, and a ceiling there would still give a null share above 0.8. Since $p^2$ is a convex function of time in flight, the energy between two recorded ends cannot exceed the larger of them, and this run stayed below the 2 eV ceiling.

## How far the model reaches

The drift velocity is close to the rough value $10^7$ cm/s known for high-field electrons in room-temperature silicon. That agreement does not validate the details. Real silicon valleys are ellipsoids. For a field along <111>, all six are equivalent, and scaling each momentum component by $\sqrt{m/m_i}$, where $m_i$ is the mass along that axis, makes them spherical. The force grows by $\sqrt{m/m_c}=\sqrt{0.321/0.258}=1.12$, where $3/m_c$ is the sum of the three inverse masses. Equal power in both descriptions requires the same factor on the velocity. A rerun gives $1.05\times10^7$ cm/s, 10% higher.

Other changes, made one at a time, also matter. Raising $\alpha$ to 0.7 per eV lowers the velocity to $0.90\times10^7$ cm/s and the mean energy to 0.30 eV. A lattice at 400 K gives between $0.84$ and $0.85\times10^7$ cm/s, 11% below the 300 K result. Electrons spend 22% of their time above 0.5 eV, where a simple band formula is doubtful and a full band structure is needed. Below that energy the formula is already an effective fit: along its long axis a real valley reaches the zone boundary at roughly 0.12 eV, and the electrons spend 87% of their time above that energy.

Acoustic phonons do take some energy. For a first estimate, ignore the effect of the energy change on the final states, so that emission and absorption occur in the ratio $(n+1):n$. The net loss per event is then $\hbar\omega/(2n+1)\approx(\hbar\omega)^2/(2k_BT)$. For random final directions the mean squared momentum change is $2p^2$, which makes this $v_s^2p^2/(k_BT)$. This is an overestimate, because emission leads to a lower density of final states and a smaller $q$ than absorption. The full golden-rule loss is about 22% lower at 0.35 eV and 11% lower at 1 eV. Even the overestimate, averaged with $L_{\rm ac}$, amounts to about 6.5% of the intervalley loss for the spherical valley. In ellipsoidal valleys the mean $q^2$ at a given energy is larger by $(0.92+2\times0.19)/(3\times0.3214)=1.35$, which brings the estimate close to a tenth. A more basic limit is the collision broadening $\hbar\langle L\rangle=0.020$ eV, a third of the phonon energy. It grows to 0.06 eV at 1 eV and 0.15 eV at 2 eV, so in the high-energy tail it equals or exceeds the phonon energy. Treating collisions as instantaneous and sharp in energy is therefore only approximate. Null collisions sample the chosen rates correctly; they do not repair them.

Impact ionization is weak in this model. Electrons spend a fraction $8.4\times10^{-4}$ of their time above 1.12 eV, roughly the band gap. An assumed rate of $10^{11}$ per second there gives about 9 ionizations per cm of drift. This number is very uncertain, and not only because the rate is assumed. Raising $\alpha$ to 0.7 per eV lowers the time share above 1.12 eV by more than a factor of ten, and lowering $D$ to 50 eV/nm raises it by a factor of about 3.7. The ellipsoid correction for a <111> field raises it by a factor of about 2.5.

At $10^{17}$ electrons per cm³, the density is 0.4% of the effective band density of states at 300 K, so empty final states are a fair assumption. With a rough heat capacity of 1.6 J/(cm³ K) and no heat removal, the lattice would warm by 9.5 K per ns. The average lattice temperature is then nearly fixed for picoseconds, but not for many nanoseconds without cooling. The phonon modes that receive the heat first can be hotter than this average, which the model leaves out.

Transistor channels can break the steady-state assumption too. The ratio of mean energy to power is $0.347/0.948=0.37$ ps, during which an electron drifts about 35 nm. In a channel not much longer than this, the averages above do not apply. The flight sampler still does, if the path and $G$ are computed for the local field. Electron-electron, impurity and surface scattering are also absent, and their effect has not been estimated here.
